\section*{King linearity in isotope shifts, tested on a two-electron model ion, part 2}

Two spectral lines of one ion are measured in several isotopes with well-known masses and poorly known radii. Which combinations of the computed recoil constants $K_i$ and field constants $F_i$ can the data check without the radii, and how precisely do one line's shifts predict the other's before higher-order terms matter?

The treatment is nonrelativistic. The nucleus is a rigid, spinless, spherical charge $Ze$ with bare mass $M_A$, mean-square charge radius $\langle r^2\rangle_A$ and charge distribution $\rho_N$ normalized to one. For transition $i$ and pair $(A,A')$,
\begin{equation}
\delta\nu_i=\nu_i(A')-\nu_i(A),\qquad
\mu=\frac{1}{M_A}-\frac{1}{M_{A'}},\qquad
\delta\langle r^2\rangle=\langle r^2\rangle_{A'}-\langle r^2\rangle_A .
\label{eq:conv}
\end{equation}
$\Delta$ means upper minus lower level, $h\nu=\Delta E$, $m_e$ is the electron mass, and $a_0=4\pi\epsilon_0\hbar^2/m_ee^2$. With electron positions $\mathbf r_j$ relative to the nucleus, momenta $\mathbf p_j$ and $\mathbf P=\sum_j\mathbf p_j$,
\begin{equation}
H=H_\infty+\frac{P^2}{2M}+\sum_j\delta V(r_j),\qquad
H_\infty=T+V_C,\qquad T=\sum_j\frac{p_j^2}{2m_e},
\label{eq:H}
\end{equation}
where $V_C$ is the point-nucleus Coulomb energy and $\delta V$ the change due to nuclear size. To first order, with $\rho(0)$ the electron density at the nucleus,
\begin{equation}
\delta\nu_i=K_i\,\mu+F_i\,\delta\langle r^2\rangle,\qquad
K_i=-\frac{\Delta_i\langle P^2\rangle}{2h},\qquad
F_i=\frac{Ze^2\,\Delta_i\rho(0)}{6\epsilon_0h}.
\label{eq:two}
\end{equation}
\begin{equation}
F=\frac{Ze^2}{6\epsilon_0h}\,\Delta\rho(0).
\label{eq:F}
\end{equation}
$K=K^{\rm NMS}+K^{\rm SMS}$, with
\begin{equation}
K^{\rm NMS}=-\frac{m_e\,\Delta\langle T\rangle}{h},\qquad
K^{\rm SMS}=-\frac{1}{h}\Delta\Big\langle\sum_{j<k}\mathbf p_j\cdot\mathbf p_k\Big\rangle .
\label{eq:Kparts}
\end{equation}
For exact eigenfunctions the virial theorem, $E=-\langle T\rangle$, gives $K^{\rm NMS}=m_e\nu$. In $1s2p$, exchange makes $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ positive for the singlet and negative for the triplet, with unscreened magnitude
\begin{equation}
|\langle1s|\mathbf p|2p\rangle|^2=\frac{512}{6561}\,\frac{Z^2\hbar^2}{a_0^2},
\label{eq:hyd}
\end{equation}
For one electron, $1/m_r=1/m_e+1/M$ and $\nu=\nu_\infty m_r/m_e$, where $\nu_\infty$ belongs to $M\to\infty$. A point nucleus then gives
\begin{equation}
\delta\nu=m_e\nu_\infty\left(\frac{1}{M_A}-\frac{1}{M_{A'}}\right)
+m_e^2\nu_\infty\left(\frac{1}{M_{A'}^2}-\frac{1}{M_A^2}\right)+\dots
\label{eq:hmass}
\end{equation}
With nuclear size included, the one-electron transitions $a:1s\to2p$ and $b:2s\to2p$ obey
\begin{equation}
\frac{\delta\nu_b}{\mu}=\frac18\,\frac{\delta\nu_a}{\mu}-\frac{m_e\nu_a}{8}.
\label{eq:hking}
\end{equation}

\section{The general King line}

Divide Eq.~(\ref{eq:two}) by $\mu$, which is not zero for different masses, and define
\begin{equation}
m\nu_i=\frac{\delta\nu_i}{\mu},\qquad x=\frac{\delta\langle r^2\rangle}{\mu}.
\end{equation}
Here $m\nu$ is a single symbol, the mass-scaled shift, with the unit of $K$. For each pair,
\begin{equation}
m\nu_1=K_1+F_1x,\qquad m\nu_2=K_2+F_2x .
\label{eq:param}
\end{equation}
The constants $K_i$, $F_i$ do not depend on the pair and $x$ does not depend on the transition. Equation~(\ref{eq:param}) is the parametric form of a straight line through the point $(K_1,K_2)$ in the direction $(F_1,F_2)$, and each pair picks one value of the parameter. If $F_1\neq0$, the first equation gives $x=(m\nu_1-K_1)/F_1$, and the second becomes
\begin{equation}
m\nu_2=K_2+\frac{F_2}{F_1}\,(m\nu_1-K_1)=\frac{F_2}{F_1}\,m\nu_1+K_2-K_1\frac{F_2}{F_1}.
\label{eq:king}
\end{equation}
The program repeats this elimination symbolically. The step uses only the two-term form, not the formulas for $K$ and $F$; a relativistic theory with other expressions for the constants yields the same line as long as each shift is still a sum of two products with the same two nuclear factors.

The limits behave as they should. For two identical transitions the slope is $1$ and the intercept $0$. For $F_2=0$ the line is horizontal at height $K_2$. For $F_1=0$ the elimination fails, all points have $m\nu_1=K_1$, and the line is vertical; exchanging the axes repairs this unless $F_2=0$ as well. For $K_2=0$, $K_1=m_e\nu_a$ and $F_2/F_1=1/8$, Eq.~(\ref{eq:hking}) returns. Multiplying all $m\nu$ by a fixed reference value $\mu_0$, so that they carry the unit of frequency, leaves the slope alone and multiplies the intercept by $\mu_0$.

The line fixes two numbers, not four. The replacement $K_i\to K_i+cF_i$ slides the origin of $x$ along the line, and $F_i\to sF_i$ rescales $x$; neither changes slope or intercept. An error by a common factor in both field constants, or an error of the mass constants in the ratio $F_1:F_2$, is invisible in the plot. To find $K_1$ and $F_1$ separately, $x$ must be known from elsewhere for two pairs.

Two conditions concern the set of isotopes. First, the points must be spread out. If $\delta\langle r^2\rangle$ is proportional to $\mu$, then $x$ is the same for all pairs, the points coincide and no slope is defined; short of that, an uncertainty $\sigma$ in $m\nu_2$ gives the slope between two points an uncertainty of order $\sigma/|F_1(x-x')|$. Second, the pairs must be independent. For three isotopes $A,B,C$ the definitions give $\delta\nu^{AC}=\delta\nu^{AB}+\delta\nu^{BC}$ and $\mu^{AC}=\mu^{AB}+\mu^{BC}$ whatever the physics, so
\begin{equation}
m\nu_i^{AC}=\frac{\mu^{AB}\,m\nu_i^{AB}+\mu^{BC}\,m\nu_i^{BC}}{\mu^{AB}+\mu^{BC}}
\end{equation}
with the same weights for $i=1$ and $2$. The third point is a weighted mean of the other two and lies on their chord identically. A check of linearity needs three independent pairs, which means four isotopes.

\section{What a third term does}

Let each shift carry one more product, $G_i\eta$, with an electronic factor $G_i$ and a nuclear factor $\eta$, and write $y=\eta/\mu$. Three points are collinear exactly when the determinant with rows $(m\nu_1,m\nu_2,1)$ vanishes, since its modulus is twice the area of their triangle. Each row is $(K_1+F_1x+G_1y,\;K_2+F_2x+G_2y,\;1)$. Subtracting $K_1$ times the third column from the first and $K_2$ times the third from the second leaves the determinant unchanged and removes the $K_i$. What remains is a matrix product,
\begin{equation}
(F_1x+G_1y,\;F_2x+G_2y,\;1)=(x,\;y,\;1)\begin{pmatrix}F_1&F_2&0\\G_1&G_2&0\\0&0&1\end{pmatrix},
\end{equation}
and the determinant of a product is the product of the determinants:
\begin{equation}
\det[m\nu_1,m\nu_2,1]=(F_1G_2-F_2G_1)\,\det[x,y,1].
\label{eq:det}
\end{equation}
The program verifies this identity symbolically. The points leave a line only if both factors are nonzero. If $G_i=\gamma F_i$, the third term merges with the second: $x$ is replaced by $x+\gamma y$ in Eq.~(\ref{eq:param}), and slope and intercept are untouched. If instead $y=\alpha+\beta x$ over the pairs at hand, the points remain collinear, but the constants become $K_i+\alpha G_i$ and $F_i+\beta G_i$, so the line is displaced without any visible sign. In general the vertical departure from Eq.~(\ref{eq:king}) is found by forming $m\nu_2-(F_2/F_1)m\nu_1$, in which $x$ cancels:
\begin{equation}
m\nu_2-\frac{F_2}{F_1}m\nu_1-\Big(K_2-K_1\frac{F_2}{F_1}\Big)=\Big(G_2-\frac{F_2}{F_1}G_1\Big)\,y .
\label{eq:depart}
\end{equation}
The Hamiltonian~(\ref{eq:H}) itself supplies such terms. Three are worked out here; state-dependent size terms of relative order $(ZR/a_0)^2$ are left out.

\subsection{The next order in the nuclear size}

Taking $\rho(0)$ out of the integral neglects terms of relative order $ZR/a_0$, where $R$ is the nuclear size. They can be found for a one-electron $s$ state. Let $H_0\psi_0=E_0\psi_0$ and $(H_0+\delta V)\psi=E\psi$. Projecting the second equation on $\psi_0$ and letting $H_0$ act to the left gives the exact relation $E-E_0=\langle\psi_0|\delta V|\psi\rangle/\langle\psi_0|\psi\rangle$, in which both functions are needed only inside the nucleus. Write $\delta V=(Ze^2/4\pi\epsilon_0)\,w(r)$ and $u=r\psi$. Since $(2m_e/\hbar^2)(Ze^2/4\pi\epsilon_0)=2Z/a_0$, the radial equation is
\begin{equation}
u''=\left[-\frac{2Z}{a_0}\Big(\frac1r-w\Big)-\frac{2m_eE}{\hbar^2}\right]u .
\end{equation}
For $r\sim R$ the potential term changes $u$ by the relative amount $ZR/a_0$, while the energy term, with $2m_e|E|/\hbar^2\le Z^2/a_0^2$, changes it by $(ZR/a_0)^2$ and is dropped. The state is then known to the equation only through its normalization. Put $u=\mathcal N[r+(2Z/a_0)u_1]$, so that $u_1''=-1+rw$ and $u_1(0)=0$. The function
\begin{equation}
u_1=-\frac{r^2}{2}-\int_0^\infty\min(r,s)\,s\,w(s)\,ds
\end{equation}
solves this, because the second derivative of $\min(r,s)$ in $r$ is $-\delta(r-s)$. Outside the nucleus the integral is a constant of order $R^2$, so $u=\mathcal N[r-Zr^2/a_0-O(ZR^2/a_0)]$. The first two terms are the point-nucleus function $r\psi_0=\psi_0(0)(r-Zr^2/a_0)$, obtained by setting $w=0$. The constant is, at $r\sim a_0/Z$, of relative size $(ZR/a_0)^2$, so $\mathcal N=\psi_0(0)$ and $\langle\psi_0|\psi\rangle=1$ to the order kept. Multiplying the two functions and keeping first order in $Z/a_0$,
\begin{align}
E-E_0&=\frac{Ze^2}{4\pi\epsilon_0}\,4\pi\rho(0)\left[\int_0^\infty wr^2dr-\frac{2Z}{a_0}J\right],\\
J&=\int_0^\infty wr^3dr+\int_0^\infty\!\!\int_0^\infty\min(r,s)\,rw(r)\,sw(s)\,dr\,ds .
\end{align}
The term $\int wr^3dr$ receives $-Z/a_0$ from $\psi_0$ and another $-Z/a_0$ from the $-r^2/2$ in $u_1$. The bracket contains no reference to the state. The correction is therefore a third term with $G_i\propto F_i$ and $\eta\propto\delta(R^3)$ for nuclei of one shape. It spoils $F_i\,\delta\langle r^2\rangle$ at relative order $ZR/a_0$ and leaves the King line intact. With several electrons the others add a potential that is nearly constant across the nucleus and acts like the dropped energy term, so the same factor is expected to multiply $\rho(0)$; that extension is tested numerically below.

For the Gaussian charge $\rho_N\propto e^{-r^2/\beta^2}$ one has $\langle r^2\rangle=3\beta^2/2$ and $rw=\operatorname{erfc}(r/\beta)$. Set $\beta=1$. Integration by parts with $\operatorname{erfc}'=-2e^{-t^2}/\sqrt\pi$ gives $\int t\operatorname{erfc}t\,dt=\tfrac14$ and $\int t^2\operatorname{erfc}t\,dt=1/(3\sqrt\pi)$, all integrals running from $0$ to $\infty$. Writing $\min(r,s)=\int_0^\infty\theta(r-t)\theta(s-t)\,dt$ turns the double integral into $\int I(t)^2dt$ with $I(t)=\int_t^\infty\operatorname{erfc}r\,dr=e^{-t^2}/\sqrt\pi-t\operatorname{erfc}t$. Define $B(p)=\int te^{-pt^2}\operatorname{erfc}t\,dt=[1-(1+p)^{-1/2}]/2p$, again by parts. Then $B(1)=\tfrac12-\tfrac1{2\sqrt2}$ and $\int t^3e^{-t^2}\operatorname{erfc}t\,dt=-B'(1)=\tfrac12-\tfrac1{2\sqrt2}-\tfrac1{8\sqrt2}$. The three pieces of $I^2$ integrate to $1/(2\sqrt{2\pi})$, to $-2B(1)/\sqrt\pi$, and, by parts, to $\int t^2\operatorname{erfc}^2t\,dt=-4B'(1)/(3\sqrt\pi)$. Collecting,
\begin{equation}
\sqrt\pi J=\Big(\frac13-1+\frac23\Big)+\frac{1}{\sqrt2}\Big(\frac12+1-\frac56\Big)=\frac{\sqrt2}{3}.
\end{equation}
The relative correction is $-(2Z/a_0)J\beta^3/(\beta^2/4)=-8JZ\beta/a_0$. With $\beta=\sqrt{2/3}\,r$, where $r$ is the rms radius, the level shift is proportional to $r^2[1-\kappa Zr/a_0]$ with $\kappa=16/(3\sqrt{3\pi})\approx1.74$. For a pair the relative error of $F\delta\langle r^2\rangle$ is then
\begin{equation}
-\kappa\,\frac{Z}{a_0}\,\frac{r'^3-r^3}{r'^2-r^2}=-\kappa\,\frac{Z}{a_0}\,\frac{r'^2+r'r+r^2}{r'+r}.
\label{eq:kappa}
\end{equation}

\subsection{Second-order recoil}

Second-order perturbation theory in $P^2/2M$ adds $c/M^2$ to a level $|0\rangle$, with
\begin{equation}
c=-\sum_{k\neq0}\frac{|\langle k|P^2/2|0\rangle|^2}{E_k-E_0},\qquad C_i=\frac{\Delta_ic}{h}.
\end{equation}
The shift gains $C_i(1/M_{A'}^2-1/M_A^2)=-C_i\,\mu\,(1/M_A+1/M_{A'})$. In the one-electron limit Eq.~(\ref{eq:hmass}) shows $C=m_e^2\nu$. With a fixed reference isotope $A$, the definition of $\mu$ gives $1/M_{A'}=1/M_A-\mu$, so
\begin{equation}
y=-\Big(\frac{2}{M_A}-\mu\Big),\qquad
\text{departure}=-C_{\rm eff}\Big(\frac{2}{M_A}-\mu\Big),\qquad C_{\rm eff}=C_2-\frac{F_2}{F_1}C_1 .
\label{eq:Ceff}
\end{equation}
Nothing ties $C_i$ to $F_i$, since one probes momenta and the other the density at the origin. The constant part $-2C_{\rm eff}/M_A$ moves the intercept. The part $C_{\rm eff}\mu$ tilts the line to the extent that $\mu$ is a linear function of $x$ over the pairs, and scatters the points to the extent that it is not. For one electron the whole series can be absorbed, because $m_r/m_e=1-m_e/(M+m_e)$ makes the mass shift exactly $m_e\nu_\infty[1/(M_A+m_e)-1/(M_{A'}+m_e)]$; the operator $\mathbf p_j\cdot\mathbf p_k$ prevents this from being exact for more electrons. The denominators in $c$ show why the levels must be isolated: a level of the same symmetry at a small distance $E_k-E_0$ enlarges $c$ in inverse proportion, and when the distance becomes comparable to the coupling $|\langle k|P^2/2M|0\rangle|$ the expansion in $1/M$ fails altogether. The same holds for second-order terms in $\delta V$.

\subsection{The cross term}

Recoil changes $\rho(0)$. The normal part of $P^2/2M$ replaces $m_e$ by $m_r$ in $T$, and the substitution $\mathbf r_j\to(m_e/m_r)\mathbf r_j$ maps $(m_e/m_r)T+V_C$ onto $(m_r/m_e)H_\infty$. All lengths stretch by $m_e/m_r$, so $\rho(0)$ is multiplied by $(m_r/m_e)^3\approx1-3m_e/M$ for every state. This gives the term
\begin{equation}
-3m_eF_i\left(\frac{\langle r^2\rangle_{A'}}{M_{A'}}-\frac{\langle r^2\rangle_A}{M_A}\right),
\label{eq:cross}
\end{equation}
which has $G_i\propto F_i$ and preserves the line. The specific part of the recoil also changes $\rho(0)$, by an amount that has no reason to be proportional to $F_i$.

Outside the Hamiltonian~(\ref{eq:H}) lie further sources of third terms. A nucleus with spin adds hyperfine interactions whose second-order shifts carry their own nuclear factors, and a nucleus that is not rigid is polarized by the electrons. They are absent from the model below by construction, and it says nothing about their size.

\section{The model ion}

The example is a two-electron ion with $Z=20$, treated by nonrelativistic full configuration interaction in an even-tempered Gaussian basis of 24 $s$ and 11 $p$ exponents, with a Gaussian nuclear charge. The nuclei are round model values: masses of $40$, $42$, $44$, $46$, $48\,\mathrm u$ and rms radii of $3.40$, $3.46$, $3.48$, $3.54$, $3.55\,\mathrm{fm}$, the lightest being the reference. Transition 1 is $1s^2\,{}^1S\to1s2p\,{}^1P$ and transition 2 is $1s2s\,{}^3S\to1s2p\,{}^3P$; each of the four levels is the lowest of its symmetry and is isolated. Functions with $l\ge2$ are missing; including them lowers $K_1$ by about $0.5\%$ and $K_2$ by about $1.3\%$, and changes second-order recoil far more, as the last section explains. Relativistic corrections are missing too. The expansion parameter $(Z\alpha)^2$ is roughly $0.02$, but the field constants are affected far more: near the nucleus the Dirac density of an $s$ electron behaves as $r^{2\gamma-2}$ with $\gamma=\sqrt{1-(Z\alpha)^2}$, and the factor $(2Zr/a_0)^{2\gamma-2}$ at the nuclear radius is about $1.14$. The $F_i$ of a real ion of this charge therefore differ from the model values by more than ten per cent. Six or seven digits are carried only because the question is how well Eq.~(\ref{eq:king}) describes the exact eigenvalues of this one model. The program and its output follow the text.

The comparison needs shifts that do not assume first order. In the eigenbasis of $H_\infty$ let $W$ be the matrix of $P^2/2M+\sum_j\delta V$, let $\mathbf w$ be its column $W_{k0}$ with $k\neq0$, $W'$ its block with both indices nonzero, and $D$ the diagonal matrix of gaps $E_k-E_0$. An eigenvector $(1,\mathbf a)$ with eigenvalue $E_0+d$ satisfies $W_{00}+\mathbf w^T\mathbf a=d$ and $\mathbf w+(D+W')\mathbf a=d\,\mathbf a$. Solving the second for $\mathbf a$ and inserting it in the first,
\begin{equation}
d=W_{00}-\mathbf w^T(D+W'-d)^{-1}\mathbf w .
\end{equation}
This is exact within the basis, is solved by iteration, and yields the small shift $d$ without subtracting two large energies. The program tests it against direct diagonalization for a deliberately light point nucleus. The matrix of $\delta V$ is built from the full function $\operatorname{erfc}(r/\beta)/r$ and never from $\rho(0)$, so Eq.~(\ref{eq:F}) is put to a real trial. The basis is tested first in the one-electron limit: the $1s$, $2s$ and $2p$ energies to $10^{-4}$, the $1s$ and $2s$ densities at the origin to $2\times10^{-3}$, and Eq.~(\ref{eq:hyd}) to $10^{-3}$, all relative to the analytic values.

\section{The electronic constants}

The densities at the nucleus are $3.323026$, $1.719929$, $1.914966$ and $1.711272$ in units of $10^{34}\,\mathrm{m^{-3}}$ for $1\,{}^1S$, $2\,{}^1P$, $2\,{}^3S$ and $2\,{}^3P$. With $Ze^2/6\epsilon_0h=1.458461\times10^7\,\mathrm{Hz\,m}$,
\begin{align}
\Delta\rho_1&=(1.719929-3.323026)\times10^{34}=-1.603097\times10^{34}\,\mathrm{m^{-3}},\\
\Delta\rho_2&=(1.711272-1.914966)\times10^{34}=-0.203694\times10^{34}\,\mathrm{m^{-3}},\\
F_1&=-2.338054\times10^{41}\,\mathrm{Hz/m^2}=-233.81\,\mathrm{GHz/fm^2},\\
F_2&=-2.970791\times10^{40}\,\mathrm{Hz/m^2}=-29.708\,\mathrm{GHz/fm^2}.
\end{align}
The prefactor cancels in the ratio, $F_2/F_1=\Delta\rho_2/\Delta\rho_1=0.127063$. For independent electrons transition 1 removes a $1s$ density and transition 2 a $2s$ density, and the ratio would be the $1/8$ of Eq.~(\ref{eq:hking}). The computed value lies $1.7\%$ above $0.125$, within the relative order $1/Z$ at which the electron repulsion enters.

For the normal mass shift of transition 1, $\langle T\rangle/h$ is $2.5506195\times10^{18}\,\mathrm{Hz}$ in the lower level and $1.6116997\times10^{18}\,\mathrm{Hz}$ in the upper, so
\begin{equation}
K_1^{\rm NMS}=9.109384\times10^{-31}\times0.9389198\times10^{18}=8.55298\times10^{-13}\,\mathrm{Hz\,kg},
\end{equation}
against $m_e\nu_1=8.55317\times10^{-13}\,\mathrm{Hz\,kg}$, a relative difference of $2\times10^{-5}$. Transition 2 shows something less tidy: $K_2^{\rm NMS}=4.318\times10^{-15}\,\mathrm{Hz\,kg}$, while $m_e\nu_2=4.379\times10^{-15}\,\mathrm{Hz\,kg}$, which is $1.4\%$ larger. The cause is visible in the level data. In $2\,{}^3S$, $\langle T\rangle/h=1.6204381\times10^{18}\,\mathrm{Hz}$ falls short of $-E/h=1.6204848\times10^{18}\,\mathrm{Hz}$ by $4.67\times10^{13}\,\mathrm{Hz}$; in $2\,{}^3P$, $1.6156978\times10^{18}$ exceeds $1.6156772\times10^{18}$ by $2.06\times10^{13}\,\mathrm{Hz}$. Relative to the level energies these are $3\times10^{-5}$ and $1\times10^{-5}$, inside the $10^{-4}$ to which the virial theorem is tested for each level. They add in the difference, and $6.73\times10^{13}\,\mathrm{Hz}$ is $1.4\%$ of the small frequency $\nu_2=4.80759\times10^{15}\,\mathrm{Hz}$. Within the finite basis the first-order shift is governed by $\langle T\rangle$, so Eq.~(\ref{eq:Kparts}) is the form used. The discrepancy of $6\times10^{-17}\,\mathrm{Hz\,kg}$ amounts to $3\times10^{-4}$ of the full $K_2$.

The values of $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ are $+1.08614\times10^{-46}$ for $2\,{}^1P$ and $-1.14249\times10^{-46}$ for $2\,{}^3P$, in $\mathrm{kg^2m^2/s^2}$. The signs are those of the exchange argument, and the magnitudes are $0.88$ and $0.92$ of the unscreened value~(\ref{eq:hyd}); the program tests sign and size to $25\%$. The two $S$ levels, zero in a single configuration, have $1.02081\times10^{-47}$ and $8.05671\times10^{-49}$. With the defined value $h=6.62607\times10^{-34}\,\mathrm{J\,s}$,
\begin{align}
K_1^{\rm SMS}&=-(10.8614-1.02081)\times10^{-47}/h=-1.48514\times10^{-13}\,\mathrm{Hz\,kg},\\
K_2^{\rm SMS}&=-(-11.4249-0.0806)\times10^{-47}/h=+1.7364\times10^{-13}\,\mathrm{Hz\,kg},\\
K_1&=7.067842\times10^{-13}\,\mathrm{Hz\,kg}=4.2564\times10^5\,\mathrm{GHz\,u},\\
K_2&=1.779581\times10^{-13}\,\mathrm{Hz\,kg}=1.0717\times10^5\,\mathrm{GHz\,u}.
\end{align}
In transition 2 the specific part is forty times the normal part, because both levels have $n=2$ and nearly the same kinetic energy. The predicted intercept is
\begin{equation}
K_2-K_1\frac{F_2}{F_1}=(17.79581-8.98058)\times10^{-14}=8.81523\times10^{-14}\,\mathrm{Hz\,kg}=5.3087\times10^4\,\mathrm{GHz\,u}.
\end{equation}

The general King line, the condition under which a third term breaks it, and the model ion's electronic constants, with the slope and intercept they predict, are now in hand. What remains is to compare these predictions with the all-order shifts and to find the precision to which the line can be used.
